# Why a weakly coupled vibration raises or lowers conductance at threshold

**Q:** I have a contact that conducts through one level. When the bias reaches the energy of a vibration, its conductance should step up if the transmission is low and down if it is high. An extra inelastic path opens in both cases. Why is the result not an increase both times?

**A:** Because the electrons that use the new path are taken from flows that already carried current. To count the gain and the loss we need a definite model.

Let one spin-degenerate level at energy \(\varepsilon\) couple equally to two leads, \(\Gamma_L=\Gamma_R=\Gamma/2\), with widths independent of energy. Its charge couples to a mode of energy \(\hbar\omega\) through \(\lambda(b+b^\dagger)d^\dagger d\) for each spin. The bias is symmetric, \(\mu_L=eV/2\) and \(\mu_R=-eV/2\) with \(V>0\), and \(\varepsilon\) stays fixed as \(V\) changes. The electrons are at zero temperature, and outside damping keeps the mode in its ground state. I work to order \(\lambda^2\).

Without the vibration,

\[
g(E)=\frac{1}{E-\varepsilon+i\Gamma/2},\qquad A=\Gamma|g|^2,\qquad T=\Gamma_L\Gamma_R|g|^2=\frac{\Gamma^2}{4}|g|^2 .
\]

Here \(A/2\pi\) is the density of states of the level and \(T\) is the transmission. Half of the density is fed from each lead, so its filled fraction is \(n=(f_L+f_R)/2\).

**Q:** How does the vibration enter the current?

**A:** In two ways: it scatters electrons to another energy, and it changes the wave that stays at its original energy. By the golden rule, an electron at \(E\) can emit a quantum if a state at \(E-\hbar\omega\) is empty. A hole at \(E\) can be filled from above if a state at \(E+\hbar\omega\) is occupied. The rates, multiplied by \(\hbar\), are

\[
S^>(E)=\lambda^2A(E-\hbar\omega)[1-n(E-\hbar\omega)],
\]
\[
S^<(E)=\lambda^2A(E+\hbar\omega)\,n(E+\hbar\omega).
\]

Let \(\mathcal G\) be the Green function with the vibration included. The filled and empty spectral densities are

\[
F=|\mathcal G|^2(\Gamma_Lf_L+\Gamma_Rf_R+S^<),
\]
\[
H=|\mathcal G|^2[\Gamma_L(1-f_L)+\Gamma_R(1-f_R)+S^>].
\]

The left lead fills empty density and drains filled density, so

\[
I=\frac{2e}{h}\int dE\,\Gamma_L[f_LH-(1-f_L)F].
\]

On substitution, the terms in \(\Gamma_L^2\) cancel. The terms in \(\Gamma_L\Gamma_R\) combine through \(f_L(1-f_R)-(1-f_L)f_R=f_L-f_R\). What remains is

\[
I=\frac{2e}{h}\int dE\Big\{\Gamma_L\Gamma_R|\mathcal G|^2(f_L-f_R)+\Gamma_L|\mathcal G|^2[f_LS^>-(1-f_L)S^<]\Big\}.
\]

The first term is elastic and the second inelastic. In the second, \(S\) is already of order \(\lambda^2\), so \(\mathcal G\) may be replaced by \(g\).

**Q:** What does the inelastic term do at threshold?

**A:** For emission, the final state must be empty. An electron in the bias window, \(\mu_R<E<\mu_L\), ends at \(E-\hbar\omega<\mu_L\), where states fed from the left are full. It needs an empty state fed from the right, so \(E-\hbar\omega>\mu_R\). Then \(1-n=1/2\), and

\[
S^>(E)=\tfrac12\lambda^2A(E-\hbar\omega),\qquad \mu_R+\hbar\omega<E<\mu_L .
\]

This interval has length \(eV-\hbar\omega\), so it opens at threshold. The term \((1-f_L)S^<\) vanishes: it needs \(E>\mu_L\), but no electrons are available at \(E+\hbar\omega\).

The derivative of a newly opened interval gives a step equal to the integrand there. Other changes with \(V\) act on an interval of zero length. Let subscripts \(L,R\) on \(g,A,T\) denote values at the two Fermi levels at threshold, \(+\hbar\omega/2\) and \(-\hbar\omega/2\). With \(G_0=2e^2/h\), the inelastic step in units of \(G_0\) is

\[
p=\frac{\Gamma}{2}|g_L|^2\,\frac{\lambda^2}{2}\Gamma|g_R|^2
=\frac{\lambda^2\Gamma^2}{4}|g_L|^2|g_R|^2
=4\left(\frac{\lambda}{\Gamma}\right)^2T_LT_R ,
\]

where the last form uses \(|g|^2=4T/\Gamma^2\). It is positive, as you expected.

**Q:** Then where does the loss come from?

**A:** From the elastic wave. Scattering broadens the level, which requires a self-energy \(\Sigma\) with \(\operatorname{Im}\Sigma=-s/2\), where \(s=S^>+S^<\). Causality fixes the accompanying real part:

\[
\Sigma(E)=\int\frac{dE'}{2\pi}\frac{S^>(E')+S^<(E')}{E-E'+i0}.
\]

There is also a static shift. The mean charge displaces the oscillator, \(\langle b+b^\dagger\rangle=-2\lambda\langle n_{\rm tot}\rangle/\hbar\omega\), and so moves the level by \(-2\lambda^2\langle n_{\rm tot}\rangle/\hbar\omega\). This varies smoothly with bias and gives no step. I take \(\varepsilon\) to include its value at the working point.

To second order \(\mathcal G=g+g^2\Sigma\), hence

\[
|\mathcal G|^2=|g|^2[1+2\operatorname{Re}(g\Sigma)].
\]

The imaginary part of \(\Sigma\) contributes \(\operatorname{Re}[g(-is/2)]=(s/2)\operatorname{Im}g\), and \(\operatorname{Im}g=-\Gamma|g|^2/2\). The change in elastic transmission is therefore

\[
\delta T=\frac{\Gamma^2}{4}\,2|g|^2\left(-\frac{\Gamma}{4}s|g|^2\right)
=-\frac{\Gamma^3}{8}s|g|^4 .
\]

Two energy intervals open together. In the upper one, next to \(\mu_L\), \(s=S^>=\lambda^2\Gamma|g_R|^2/2\), so

\[
\delta T=-\frac{\lambda^2\Gamma^4}{16}|g_L|^4|g_R|^2=-pT_L .
\]

In the lower one, \(\mu_R<E<\mu_L-\hbar\omega\), holes are filled from above. There \(s=S^<=\lambda^2\Gamma|g_L|^2/2\), and the same algebra gives \(-pT_R\). Each interval has length \(eV-\hbar\omega\), so the total step is

\[
\boxed{\frac{\Delta G}{G_0}=p(1-T_L-T_R)},\qquad
p=4\left(\frac{\lambda}{\Gamma}\right)^2T_LT_R .
\]

**Q:** Can you say that without Green functions? Why are there two losses for one emission?

**A:** Each emission consumes an electron that came from the left and a vacancy that came from the right. It transfers one charge from left to right. Had it not happened, the electron would still have crossed with probability \(T_L\). The vacancy, at the lower energy, would have crossed to the left with probability \(T_R\), and a vacancy moving left is also a charge moving right. One certain transfer replaces two possible ones, so the mean gain is \(1-T_L-T_R\). This counting with the bare transmissions holds for equal contacts only.

The phrase “would have crossed” can be checked against the scattering amplitudes. For an electron from the left, \(t=-i\sqrt{\Gamma_L\Gamma_R}\,\mathcal G\) and \(r=1-i\Gamma_L\mathcal G\). Thus

\[
|r|^2+|t|^2=1+2\Gamma_L\operatorname{Im}\mathcal G+\Gamma_L\Gamma|\mathcal G|^2 .
\]

With scattering, \(\operatorname{Im}\mathcal G=-(\Gamma+s)|\mathcal G|^2/2\), so the sum is \(1-\Gamma_Ls|\mathcal G|^2\). In the upper interval the missing part is, to order \(\lambda^2\), \((\Gamma/2)(\lambda^2\Gamma|g_R|^2/2)|g_L|^2=p\). The elastic beam loses \(p\) in all. Of this, \(pT_L\) comes from transmission and \(p(1-T_L)\) from reflection. The vacancy obeys the same relation with left and right exchanged.

**Q:** So is one-half a universal boundary?

**A:** No. If \(\hbar\omega\ll\Gamma\), both transmissions approach their mid-bias value \(T=T(0)\), and

\[
\frac{\Delta G}{G_0}\simeq4\left(\frac{\lambda}{\Gamma}\right)^2T^2(1-2T).
\]

This is positive below one-half and negative above. For \(T\ll1\) the losses are negligible and the step is nearly \(p\). At \(T=1\) both carriers would have crossed anyway, and the step is \(-p\).

At finite \(\hbar\omega\), put \(\gamma=\Gamma/2\) and \(x_\pm=\pm\hbar\omega/2-\varepsilon\). Then \(T_{L,R}=\gamma^2/(x_\pm^2+\gamma^2)\). Over the common denominator \(D=(x_+^2+\gamma^2)(x_-^2+\gamma^2)\),

\[
1-T_L-T_R=\frac{D-\gamma^2(x_-^2+\gamma^2)-\gamma^2(x_+^2+\gamma^2)}{D}
=\frac{x_+^2x_-^2-\gamma^4}{D}.
\]

The numerator factors into \((x_+x_--\gamma^2)(x_+x_-+\gamma^2)\), with \(x_+x_-=\varepsilon^2-(\hbar\omega/2)^2\). For \(\hbar\omega<\Gamma\) the second factor is positive. The sign changes at \(\varepsilon^2=\gamma^2+(\hbar\omega/2)^2\), where

\[
T(0)=\frac{\gamma^2}{\varepsilon^2+\gamma^2}=\frac{1}{2+(\hbar\omega/\Gamma)^2}.
\]

At \(\hbar\omega/\Gamma=0.5\) this gives 0.4444, and a search for the zero of the step in the numerically integrated current also gives 0.4444. For \(\hbar\omega>\Gamma\) the mid-bias rule can fail completely. A level at \(\varepsilon=0\) with \(\hbar\omega=2\Gamma\) has \(T(0)=1\), but \(T_L=T_R=0.2\), so its step is \(+0.600p\). In this range the second factor also changes sign, at \(\varepsilon^2=(\hbar\omega/2)^2-\gamma^2\), where \(T(0)=(\Gamma/\hbar\omega)^2\). For \(\hbar\omega=2\Gamma\) the step is downward only for \(1/6<T(0)<1/4\). The logarithm found below does not vanish at this second zero.

**Q:** You used the imaginary part of \(\Sigma\). What happened to the real part?

**A:** It adds a logarithm. A jump \(J\) in \(s\) at energy \(E_0\) contributes \((J/2\pi)\ln|E-E_0|\) to \(\operatorname{Re}\Sigma\). The relevant jumps are \(+\lambda^2A_R/2\) at \(\mu_R+\hbar\omega\) and \(-\lambda^2A_L/2\) at \(\mu_L-\hbar\omega\). At threshold they meet the ends of the bias window. Inserting them into \((\Gamma^2/4)\,2|g|^2\operatorname{Re}g\operatorname{Re}\Sigma\) gives \(G/G_0\) a term \(C\ln|eV-\hbar\omega|\), with

\[
C=\frac{\lambda^2\Gamma^3}{8\pi}|g_L|^2|g_R|^2(\operatorname{Re}g_L-\operatorname{Re}g_R)
=\frac{\Gamma p}{2\pi}(\operatorname{Re}g_L-\operatorname{Re}g_R).
\]

Since \(\operatorname{Re}g=x/(x^2+\gamma^2)\) and \(x_+-x_-=\hbar\omega\), the difference is \(\hbar\omega(\gamma^2-x_+x_-)/D\). Dividing by the step gives

\[
\frac{C}{\Delta G/G_0}=-\frac{\Gamma\hbar\omega}{2\pi(x_+x_-+\gamma^2)} .
\]

The logarithm is equal on the two sides of threshold, so it does not alter the step. Close to threshold it is negative. For \(\hbar\omega<\Gamma\) it therefore adds a peak to an upward step and a dip to a downward one, and it vanishes at the same crossover. Its divergence belongs to zero temperature and second order; temperature rounds it off.

**Q:** My contacts are rarely equal. Does that matter?

**A:** Yes. The empty final states now have weight \(\Gamma_R/\Gamma\) instead of one-half, and the filled states that feed the lower interval have weight \(\Gamma_L/\Gamma\). Repeating the three contributions gives

\[
\frac{\Delta G}{G_0}=p\left[1-\tfrac12\Gamma\Gamma_R|g_L|^2-\tfrac12\Gamma\Gamma_L|g_R|^2\right],
\]

with \(p=\lambda^2\Gamma_L\Gamma_R|g_L|^2|g_R|^2\). For \(\hbar\omega\ll\Gamma\) the bracket becomes \(1-\Gamma^2|g|^2/2\). Now \(T=\Gamma_L\Gamma_R|g|^2\), and its resonant maximum is \(T_{\max}=4\Gamma_L\Gamma_R/\Gamma^2\), so the bracket equals \(1-2T/T_{\max}\). The sign changes at half the maximum, which is one-half for equal contacts. The losses are no longer \(pT_L\) and \(pT_R\): the share of \(p\) taken from the transmitted beam is \(\tfrac12\Gamma\Gamma_R|g_L|^2=T_L\Gamma/2\Gamma_L\). Near resonance with \(\Gamma_L=0.2\Gamma\) it is about 1.6, and the reflected beam grows, so the picture of carriers that would have crossed anyway does not carry over. The logarithm then has a part proportional to \((\Gamma_R-\Gamma_L)\operatorname{Re}g\), which does not vanish as \(\hbar\omega/\Gamma\to0\). In that limit \(C=p(\Gamma_R-\Gamma_L)\operatorname{Re}g/\pi\). Beside the step it is largest near the sign change and falls slowly far from resonance: for \(\Gamma_L=0.2\Gamma\), \(|C|\) is about 0.26, 0.07 and 0.02 of the step at \(\varepsilon=\Gamma\), \(3\Gamma\) and \(10\Gamma\).

**Q:** And if nothing outside the contact cools the vibration?

**A:** Then the crossover moves even for equal contacts. Take \(\hbar\omega\ll\Gamma\), so \(A\) is nearly constant. Above threshold, emission has one energy window, \(eV-\hbar\omega\). Absorption has windows \(\hbar\omega\) within each lead's population and \(eV+\hbar\omega\) from left to right, in total \(eV+3\hbar\omega\). All carry the same weight. The balance \((N+1)(eV-\hbar\omega)=N(eV+3\hbar\omega)\) gives

\[
N=\frac{eV-\hbar\omega}{4\hbar\omega}.
\]

If electrons supply a fraction \(r\) of the total damping, \(N\) is multiplied by \(r\).

A slow mode moves the level with an added variance \(2N\lambda^2\), so the mean transmission changes by \(N\lambda^2T''\), where primes denote derivatives with respect to \(\varepsilon\). From \(T=\gamma^2/(\varepsilon^2+\gamma^2)\),

\[
T''=\frac{\gamma^2(6\varepsilon^2-2\gamma^2)}{(\varepsilon^2+\gamma^2)^3}
=\frac{8}{\Gamma^2}T^2(3-4T),
\]

using \(\varepsilon^2=\gamma^2(1-T)/T\). The added current is \((2e/h)\,eV\,N\lambda^2T''\). At threshold \(N=0\), but \(eV\,dN/d(eV)\) jumps to \(r/4\). The full step becomes

\[
\frac{\Delta G}{G_0}=\left(\frac{\lambda}{\Gamma}\right)^2T^2[4(1-2T)+2r(3-4T)].
\]

Its zero is \(T=(2+3r)/[4(1+r)]\). For \(r=1\) this is \(5/8\); the integrated current at \(\hbar\omega/\Gamma=0.02\) gives 0.6247. If outside damping is ten times the electronic damping, \(r=1/11\) and the zero is at 0.521. The one-half rule needs a well-cooled mode.

**Q:** How large are these steps?

**A:** Take \(\Gamma=1\) eV and \(\hbar\omega=\lambda=50\) meV. With the level at 0.2 eV, \(T(0)=0.862\), \(T_L=0.8909\) and \(T_R=0.8316\). Then

\[
p=4(0.05)^2(0.8909)(0.8316)=7.41\times10^{-3},
\]
\[
\Delta G=7.41\times10^{-3}(1-0.8909-0.8316)G_0=-5.35\times10^{-3}G_0,
\]

or \(-0.415\) µS. The numerically integrated current gives the same step. With the level at 1.0 eV and the other settings unchanged, \(T(0)=0.2\). There \(p=0.400\times10^{-3}\), and the step is \(+0.240\times10^{-3}G_0\), or \(+0.0186\) µS. At 0.5 eV, \(T(0)=0.5\), the gain and losses nearly cancel. The remainder, \(-0.003\times10^{-3}G_0\), is negative because the crossover lies at 0.49938.

**Q:** Would a real contact show these numbers?

**A:** They are model numbers, for a mode that shifts the level energy and with no repulsion between the electrons. The form of the coupling matters: a mode that strengthens the hopping to one lead and weakens it to the other leaves \(\Gamma\) and \(\Gamma_L\Gamma_R\) unchanged at first order for equal contacts, and for \(\hbar\omega\ll\Gamma\) its step is downward at low transmission as well as at high. A width of order 1 eV and a vibration of tens of meV are roughly the regime of a strongly coupled atomic or molecular contact; \(\lambda\) is a round choice. A dopant level in a scaled transistor with \(\Gamma\) well below \(\hbar\omega\) lies outside the low-frequency rule. Thermal smearing of the Fermi functions turns the step into a peak or dip in \(d^2I/dV^2\) whose full width at half maximum is about \(5.4\,kT\), as long as the logarithm is small beside the step, as in the examples above. Where it is not, the line becomes asymmetric, with lobes of both signs. This happens for \(\hbar\omega\) comparable to \(\Gamma\) (for a level at mid-bias the opposite lobe is about 0.4 of the peak at \(\hbar\omega=\Gamma/2\) and nearly equal to it at \(\hbar\omega=\Gamma\)), near the second zero for \(\hbar\omega>\Gamma\), and for unequal contacts, most strongly near their sign change. The width \(5.4\,kT\) is 2.0 meV at 4.2 K but 141 meV at 300 K, more than the 100 meV between the thresholds at \(\pm\hbar\omega\), so room temperature washes the step out. For the 0.2 eV level without outside cooling, heating adds \(2(0.05)^2(0.862)^2(3-4\times0.862)\simeq-1.7\times10^{-3}\) to the step in units of \(G_0\), about a third of its size. If 0.2 eV were the level before the static shift, a first estimate of that shift is \(-76\) meV. It raises \(T(0)\) to 0.942, and the low-frequency law then gives about \(-7.8\times10^{-3}G_0\). Letting the charge follow the shifted level gives \(-86\) meV, \(T(0)=0.950\) and about \(-8.1\times10^{-3}G_0\). Fitting \(\varepsilon\) to the measured transmission absorbs this correction, provided that one level carries the current and the contacts are known to be equal. The transmission alone does not fix the step: at \(T(0)=0.4\) it is \(+0.32\times10^{-3}G_0\) for equal contacts and about \(-4.0\times10^{-3}G_0\) for a resonant level with unequal ones.

**Q:** What else could I mistake for the step?

**A:** The bare elastic conductance drifts by \(-0.83\times10^{-3}G_0\) between zero bias and threshold, but smoothly. The logarithm grows by about 12% of the step as the distance from threshold falls from \(\hbar\omega/2\) to \(kT\) at 4.2 K. The electrons also soften the mode by an estimated 2.7 meV, which moves the threshold and raises the weight of the mode by about 6%, so the step of the example is uncertain at that level beyond order \(\lambda^2\). They damp it by about 0.5 meV, which blurs the threshold. The outside damping that keeps the mode cold blurs it further: at ten times the electronic damping the mode is about 5 meV wide, and for a Lorentzian line the 4.2 K feature widens from 2.0 to about 6 meV. Across a 1 nm gap the threshold bias is a field of 0.5 MV/cm; if that field moves \(\varepsilon\), then \(T_L\) and \(T_R\) must be taken at the shifted level. The numerical output lists the separate contributions.

## Values computed for the example and the checks

```
Level width: 1.00 eV
Vibration energy: 50.0 meV
Coupling lam: 50.0 meV
Conductance quantum G0: 77.481 uS
Level 1.0 eV: T(0), T_L, T_R = 0.20000, 0.20822, 0.19222
  inelastic step p: 0.4002 mG0
  elastic, electron: -0.0833 mG0
  elastic, hole: -0.0769 mG0
  step, formula: 0.2400 mG0
  step, from current: 0.2400 mG0
  step, low-frequency law: 0.2400 mG0
  step, formula: 0.0186 uS
Level 0.5 eV: T(0), T_L, T_R = 0.50000, 0.52562, 0.47562
  inelastic step p: 2.5000 mG0
  elastic, electron: -1.3141 mG0
  elastic, hole: -1.1891 mG0
  step, formula: -0.0031 mG0
  step, from current: -0.0031 mG0
  step, low-frequency law: -0.0000 mG0
  step, formula: -0.0002 uS
Level 0.2 eV: T(0), T_L, T_R = 0.86207, 0.89087, 0.83160
  inelastic step p: 7.4085 mG0
  elastic, electron: -6.6000 mG0
  elastic, hole: -6.1609 mG0
  step, formula: -5.3524 mG0
  step, from current: -5.3524 mG0
  step, low-frequency law: -5.3815 mG0
  step, formula: -0.4147 uS
Crossover T, example: 0.49938
Crossover T, om/Gamma=0.5, current: 0.4444
Crossover T, om/Gamma=0.5, formula: 0.4444
Resonant level, om=2 Gamma, step/p: 0.600
Undamped heating, crossover T: 0.6247
Quanta at eV=1.5 om, undamped: 0.1248
Crossover T, outside damping 10x: 0.5208
Sizes below: 0.2 eV level
Thermal width factor: 5.439 kT
Thermal width at 4.2 K: 1.969 meV
Thermal width at 300 K: 140.6 meV
Log change/step, om/2 to kT(4.2 K): 0.1165
Static level shift: -75.78 meV
T(0) if that shift is not absorbed: 0.9419
Vibration energy shift: -2.744 meV
Electronic damping, hbar*rate: 0.4715 meV
Elastic background, 0 to threshold: -0.8343 mG0
Field over 1 nm at threshold: 0.50 MV/cm
Largest step error/p in tests: 7.1e-06
Largest self-energy test error: 5.6e-05
```
